# Phase correction of an EUV mirror by milling whole periods

## Problem

A Mo/Si multilayer mirror for extreme-ultraviolet light has 50 periods, each of thickness $d=6.97$ nm. Silicon is the upper layer of each period. The wavelength is $\lambda=13.5$ nm, and the light falls at normal incidence unless stated otherwise. Rough typical complex indices are $0.924+0.006i$ for Mo and $0.999+0.002i$ for Si; the substrate has the index of Si. The thickness-averaged real index is $\bar n=0.9686$.

In a patch much wider than the wavelength, exactly one period is milled away, so that the new surface is again the top of a full Si layer.

(a) Treat the stack as infinitely thick. By what distance $s$ would the surface of an unaltered mirror have to be lowered to give the same change of reflected phase?

(b) Express $s$ through $\bar n$ when the stack is tuned to the wavelength, and show that the tuned wavelength lies in the stop band.

(c) Phase is defined modulo $2\pi$. Which value is reached when the milling is followed continuously, and in which layer does the phase change? What does this imply for the milling depth?

(d) Extend the result to several periods, other wavelengths and oblique incidence.

(e) How do the finite stack and an unequal surface layer alter the result?

## Solution

### (a) The equivalent lowering

Let $z$ point down into the mirror, let the time factor be $e^{-i\omega t}$, and let $k=2\pi/\lambda$. The incident wave is $e^{ikz}$. A mirror with its surface at $z=0$ returns $r\,e^{-ikz}$, which defines the reflection amplitude $r$.

Now lower the same mirror by $D$. The incident field at its surface is $e^{ikD}$, so the reflected wave is

$$
r\,e^{ikD}e^{-ik(z-D)}=r\,e^{2ikD}e^{-ikz}.
$$

Seen from the fixed plane $z=0$, the amplitude has gained the factor $e^{2ikD}$. Light travels the extra distance $D$ twice.

Removing one period lowers the surface by $d$. What remains of an infinitely thick periodic stack is the same sequence of layers as before. The field in it is again the solution that dies away with depth, so the amplitude at the new surface is still $r$. Hence

$$
\frac{r_{\rm after}}{r_{\rm before}}=\frac{r\,e^{2ikd}}{r}=e^{2ikd}.
$$

This step uses periodicity and equal termination. It doesn't require sharp interfaces or transparent layers.

The phase $2kd$ is $4\pi(6.97)/13.5=6.488$ rad, slightly more than one full turn. A full turn has no effect on a monochromatic wave, so the phase change is

$$
\Delta\phi=2kd-2\pi=0.2048\ \text{rad}.
$$

An unaltered mirror lowered by $s$ would gain $2ks$. Equating the two and using $\pi/k=\lambda/2$ gives

$$
2ks=2kd-2\pi
\quad\Longrightarrow\quad
s=d-\frac{\pi}{k}=d-\frac{\lambda}{2}.
$$

With the given numbers,

$$
s=6.97-6.75=0.220\ \text{nm}.
$$

The reflected wavefront is retarded by $2s=0.440$ nm, or 0.0326 wavelength. The geometric round trip has grown by $2d=13.94$ nm, of which 13.5 nm is one whole wavelength and drops out. The milled depth is 31.7 times the equivalent lowering.

Since the change is a lowering, milling corrects a place where the mirror, with all its layers, sits too high. For a bump of 1.1 nm, five periods are needed, because $5\times0.220=1.10$ nm. The material removed is then $5\times6.97=34.85$ nm deep.

### (b) The role of the mean index

The mean index is

$$
\bar n=\frac{n_{\rm M}t_{\rm M}+n_{\rm S}t_{\rm S}}{d},
\qquad t_{\rm M}+t_{\rm S}=d,
$$

where $n_{\rm M}$ and $n_{\rm S}$ are real parts and $t_{\rm M}$ and $t_{\rm S}$ are the layer thicknesses. Solving for the Mo fraction,

$$
\frac{t_{\rm M}}{d}=\frac{n_{\rm S}-\bar n}{n_{\rm S}-n_{\rm M}}
=\frac{0.0304}{0.075}=0.4053,
$$

so $t_{\rm M}=2.825$ nm and $t_{\rm S}=4.145$ nm.

To find the stop band, neglect absorption for the moment. In a layer of index $n$ the field obeys $E''=-n^2k^2E$. Define $F=E'/k$. Crossing a thickness $t$, with $a=nkt$, gives

$$
\begin{pmatrix}E\\F\end{pmatrix}_{z+t}
=
\begin{pmatrix}\cos a&\dfrac{\sin a}{n}\\[2mm]-n\sin a&\cos a\end{pmatrix}
\begin{pmatrix}E\\F\end{pmatrix}_{z}.
$$

The determinant is $\cos^2a+\sin^2a=1$. Let $a$ and $b$ now be the phases of the Si and Mo layers, and let $p=n_{\rm S}/n_{\rm M}$. The two diagonal elements of the matrix product for one period are

$$
\cos a\cos b-p\sin a\sin b,
\qquad
\cos a\cos b-\frac1p\sin a\sin b.
$$

The product also has determinant 1, so its eigenvalues can be written $e^{iKd}$ and $e^{-iKd}$. Their sum, $2\cos Kd$, equals the trace:

$$
\cos Kd=\cos a\cos b-\frac12\left(p+\frac1p\right)\sin a\sin b .
$$

Insert $\cos a\cos b=\cos(a+b)+\sin a\sin b$ and use $p+1/p-2=(p-1)^2/p$:

$$
\cos Kd=\cos(a+b)-\frac{(p-1)^2}{2p}\sin a\sin b .
$$

The sum of the layer phases is $a+b=k(n_{\rm S}t_{\rm S}+n_{\rm M}t_{\rm M})=k\bar nd$. Tuning the stack means $k\bar nd=\pi$, or

$$
\bar nd=\frac{\lambda}{2}.
$$

Then $b=\pi-a$, $\sin b=\sin a$, and

$$
\cos Kd=-1-\frac{(p-1)^2}{2p}\sin^2a<-1 .
$$

No real $K$ satisfies this. The eigenvalues are $-e^{\kappa}$ and $-e^{-\kappa}$ with $\cosh\kappa=|\cos Kd|$, so the field shrinks by $e^{-\kappa}$ and changes sign in each period. The tuned wavelength is therefore in the stop band. Here it is $2\bar nd=13.502$ nm, where $\cos Kd=-1.00268$. The lossless band runs from 13.196 to 13.825 nm and contains the working wavelength.

Replacing $\lambda/2$ by $\bar nd$ in the result of part (a) gives

$$
s=d-\bar nd=(1-\bar n)d
=0.0314\times6.97=0.219\ \text{nm}.
$$

This form has a simple reading: a period of material is replaced by vacuum, and the one-way optical path grows by $(1-\bar n)d$. The two forms of $s$ differ by $\bar nd-\lambda/2=0.0011$ nm, because the stack is not tuned precisely to 13.5 nm. For a thick stack away from perfect tuning, $d-\lambda/2$ is the one that follows from periodicity.

### (c) What happens during the milling

Comparing the start and the end leaves the number of full turns open. To settle it, consider a thin slice of thickness $\delta$ and index $n$ at the surface. Let $r$ be the amplitude of the mirror beneath it. At the top of that mirror,

$$
E=1+r,\qquad E'=ik(1-r).
$$

Go up by $\delta$ through the slice. To first order, $E$ becomes $E-\delta E'$ and $E'$ becomes $E'+\delta n^2k^2E$. Through vacuum, the second result would be $E'+\delta k^2E$. Thus the slice differs from vacuum by

$$
\Delta E=0,\qquad \Delta E'=\delta k^2(n^2-1)(1+r).
$$

The downward and upward wave amplitudes are $A=\tfrac12(E+E'/ik)$ and $B=\tfrac12(E-E'/ik)$. Their changes are

$$
\Delta A=-\frac{i\delta k}{2}(n^2-1)(1+r),
\qquad \Delta B=-\Delta A .
$$

To zeroth order $A=1$ and $B=r$. The ratio $B/A$ therefore changes by

$$
\Delta B-r\,\Delta A=-(1+r)\Delta A
=\frac{i\delta k}{2}(n^2-1)(1+r)^2 .
$$

Milling does the reverse, replacing the slice by vacuum. Dividing by $r$ and taking the imaginary part gives the phase gained at a fixed plane:

$$
\delta\phi=\frac{k\delta}{2}\,
\mathrm{Re}\left[(1-n^2)\frac{(1+r)^2}{r}\right].
$$

In a lossless, infinitely thick stack inside the stop band, the decaying field carries no energy away. Hence $|r|=1$, also when the top period is partly milled. With $r=e^{i\varphi}$, $(1+r)^2/r=2+2\cos\varphi=|1+r|^2$. Since an equivalent lowering is phase divided by $2k$,

$$
\frac{ds}{dD}=\frac{1-n^2}{4}\,|1+r|^2,
\qquad
0\le\frac{ds}{dD}\le 1-n^2 .
$$

In this lossless case, the phase responds in proportion to the light intensity at the surface. It responds little at a node of the standing wave and most at an antinode.

The upper limit is 0.146 in Mo and 0.002 in Si. Over one period the lowering therefore cannot exceed

$$
0.146(2.825)+0.002(4.145)\approx0.42\ \text{nm},
$$

nor can it be negative. The values allowed by part (a) are $0.220$ nm plus whole multiples of $6.75$ nm. The continuous change must end at 0.220 nm.

This argument neglects absorption. For the absorbing 50-period mirror the phase was followed in small steps, with these results:

| Material removed | Equivalent lowering (nm) |
|---|---:|
| top Si | 0.0035 |
| top Si and half the Mo | 0.1676 |
| one full period | 0.2199 |
| one period and the next Si | 0.2234 |

The change is a staircase. Almost all of it occurs in Mo, whose index lies much further from 1. The optical-path deficits $(1-n)t$ show the same contrast: 0.2147 nm for Mo and 0.0041 nm for Si. Within Mo, the first half contributes 0.164 nm and the second half 0.052 nm. By the slope formula, the standing-wave intensity at the surface is on average higher during the first half.

The consequence for milling is a wide depth tolerance in Si. In the absorbing model, the lowering was tested to stay within 0.01 nm of zero throughout the first Si layer, and within 0.01 nm of 0.220 nm throughout the next. Stopping in Mo is less forgiving: the steepest computed response is about 0.14 nm of lowering per nanometre milled. The ratio of 31.7 found above is an average over a period, not a local tolerance.

### (d) More periods, other wavelengths and angles

**Several periods.** Each removal repeats the argument of part (a), provided that the remaining stack is thick. Thus

$$
s_m=m\left(d-\frac{\lambda}{2}\right).
$$

Ten periods should give 2.20 nm; the finite mirror, milled from 50 to 40 periods, gives 2.199 nm. Its reflectance falls from 72.14% to 71.65%. With whole periods the correction comes in steps of 0.220 nm, so rounding to the nearest step leaves a height error of at most 0.110 nm in this model.

**Wavelength.** At fixed $d$, $s=d-\lambda/2$ gives $ds/d\lambda=-1/2$. A change of 1% in wavelength, 0.135 nm, therefore shifts $s$ by 0.0675 nm, or 31% of its value. For the 50-period mirror the computed values are 0.287 nm at 13.365 nm and 0.153 nm at 13.635 nm. Both wavelengths lie in the stop band. Outside it, more light reaches the bottom of a finite mirror, and the formula becomes inaccurate.

A real lowering of an unaltered surface would be the same height at both wavelengths. The milled patch imitates it at one wavelength only. The reason is the discarded turn: the phase is $2\omega d/c-2\pi$, where $c$ is the speed of light, and its derivative with respect to $\omega$ is $2d/c$. Milling thus adds a group delay that belongs to the full 13.94 nm of path, not to 0.440 nm.

**Oblique incidence.** Let $\theta$ be the angle from the normal. The wave-vector component along the surface is conserved, and the component along $z$ in vacuum is $q=k\cos\theta$. Everything in part (a) holds with $q$ in place of $k$:

$$
2qs=2qd-2\pi
\quad\Longrightarrow\quad
s=d-\frac{\lambda}{2\cos\theta}.
$$

A finite mirror follows this closely only while the light stays in the stop band, which shifts with angle. At $6^\circ$ and the same period,

$$
s=6.97-\frac{6.75}{0.99452}=0.183\ \text{nm}.
$$

A mirror meant for that angle would have a different period. If the stack is treated as a uniform medium of index $\bar n$, the wave-vector component inside is $k\sqrt{\bar n^2-\sin^2\theta}$. Requiring a phase of $\pi$ per period gives

$$
d_\theta=\frac{\lambda}{2\sqrt{\bar n^2-\sin^2\theta}}=7.010\ \text{nm}
$$

at $6^\circ$. With both layers scaled in proportion, the lowering is $7.0098-6.7872=0.223$ nm. This is no lower than the 0.220 nm found at normal incidence, so the drop to 0.183 nm came from keeping the period fixed while tilting the beam.

### (e) Finite thickness and unequal surfaces

**Finite stack.** Light that senses the bottom must cross all $N$ periods twice. In the lossless tuned stack this costs a factor $e^{-2N\kappa}$ in amplitude. From $\cosh\kappa=1.00268$, $\kappa\approx\sqrt{2(0.00268)}=0.073$, so for $N=50$ the factor is about $7\times10^{-4}$. Absorption weakens the bottom signal further.

Matching $E$ and $E'$ at every interface of the absorbing mirror, with 50 and then 49 periods, gives a lowering of 0.2199 nm. It differs from $d-\lambda/2$ by $-6.5\times10^{-5}$ nm. The reflectance changes by 0.02 percentage points. A thin stack pays more: going from 10 to 9 periods lowers the reflectance from 31.9% to 27.7%.

**Surface layers.** If the terminations differ, the amplitudes $r_{\rm b}$ before and $r_{\rm a}$ after milling no longer cancel. When the surface has dropped by $D$ in total,

$$
s=D-\frac{\lambda}{2}+\frac{\arg r_{\rm a}-\arg r_{\rm b}}{2k},
$$

with the phase branch chosen as before. Suppose that the mirror carries a 2.5 nm cap of rough index $0.89+0.017i$, and that milling removes the cap together with one period. The lowering becomes 0.461 nm, more than twice the intended value. Restoring an equal cap on the patch brings it back to 0.220 nm.

A 1 nm oxide layer, of rough index $0.978+0.011i$, has less effect if it is added to the milled patch alone: the lowering is 0.211 nm. This oxide is modelled as extra material on top, without consuming Si. If both surfaces carry the same layer, the argument of part (a) again applies.

### Comparison with real mirrors

The period near 7 nm, the Mo fraction near 0.4 and the several tens of periods are typical of Mo/Si mirrors for this wavelength. The model's reflectance of 72% is somewhat high beside the rough 70% reached by good real coatings; one reason is that the model's interfaces are sharp and smooth. Real interfaces are mixed, but mixing that repeats in every period leaves $s$ unchanged. This was tested in a 200-period stack with a 0.8 nm layer of averaged index at each interface, taken equally from Mo and Si: the lowering agreed with $d-\lambda/2$ within $10^{-6}$ nm. Equal termination fails if the mirror carries a cap and the milling removes it. In the example above, this moves the result from 0.22 to 0.46 nm. A wavelength band of $\pm1\%$ spreads the result by about $\pm0.07$ nm. Roughness or intermixing caused by the milling itself is not included, nor is diffraction at the edge of the patch. The full set of values is in the numerical output below.

## Computed results

```
Wavelength: 13.50 nm; period: 6.97 nm
Mean index: 0.9686
Rough indices: Mo 0.924+0.006j, Si 0.999+0.002j
Mo fraction: 0.4053
Layer thickness: Mo 2.825 nm, Si 4.145 nm
Half wavelength: 6.7500 nm
Mean index times period: 6.7511 nm
Lowering, d - wavelength/2: 0.2200 nm
Lowering, (1 - mean index) d: 0.2189 nm
Lowering, field solution, 50 to 49 periods: 0.2199 nm
Finite-stack residue: -6.5e-05 nm
Geometric round trip 2d: 13.94 nm
Wavefront change 2s: 0.440 nm
Wavefront change: 0.0326 waves
Phase change: 0.2048 rad
Milled depth / equivalent lowering: 31.7
Bragg wavelength 2 n d: 13.5023 nm
Cosine of Bloch phase there, lossless: -1.00268
Lossless stop band: 13.196 to 13.825 nm
Stop-band centre (mean frequency): 13.5033 nm
Path deficit (1-n)t: Si 0.0041 nm
Path deficit (1-n)t: Mo 0.2147 nm
Lowering after top Si milled: 0.0035 nm
Lowering after half the Mo too: 0.1676 nm
Lowering after full period, continuous: 0.2199 nm
Lowering after next Si too: 0.2234 nm
Steepest lowering per milled depth: 0.142 nm/nm
Lowering for ten periods: 2.199 nm
Reflectance, 50 periods: 72.139 %
Reflectance, 49 periods: 72.117 %
Reflectance, 40 periods: 71.651 %
Reflectance, 10 periods: 31.88 %
Reflectance, 9 periods: 27.68 %
Lowering at 13.365 nm wavelength: 0.2872 nm
Lowering at 13.635 nm wavelength: 0.1526 nm
Lowering at 6 degrees, same period: 0.1828 nm
Period rematched to 6 degrees: 7.0098 nm
Lowering at 6 degrees, rematched: 0.2226 nm
Rough cap: index 0.890+0.017j, 2.5 nm
Lowering if cap is lost in patch: 0.4613 nm
Lowering if cap is restored: 0.2199 nm
Rough oxide: index 0.978+0.011j, 1.0 nm
Lowering if oxide grows only in patch: 0.2112 nm
```
